# Lorentz diffusivity of hard spheres and the first Chapman–Enskog approximation: a numerical check

```python
"""
Lorentz diffusion of light hard spheres among fixed heavy ones.
Result under test: D = l <v> / 3, with l = 1/(n pi a^2), exceeds the first
Chapman-Enskog value D1 = 3/(8 n a^2) sqrt(kT/(2 pi m)) by 32/(9 pi).
n: scatterer density, a: light-heavy contact distance, m: light mass,
s = sqrt(kT/m): thermal speed scale, l: mean free path.
Reduced units: speeds in s, lengths in l, diffusivities in l*s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import (binom, eval_genlaguerre, gamma, hyp2f1, poch,
                           roots_genlaguerre, spherical_jn, spherical_yn)

leggauss = np.polynomial.legendre.leggauss
D_EXACT = np.sqrt(8 / np.pi) / 3
D_FIRST = 3 / 8 * np.sqrt(np.pi / 2)
RATIO = 32 / (9 * np.pi)


def interval_rule(low, high, count):
    nodes, weights = leggauss(count)
    half = (high - low) / 2
    return low + half * (nodes + 1), half * weights


# Hard-sphere scattering is isotropic: Legendre moments over the disc vanish
impact, impact_w = interval_rule(0, 1, 60)
cos_deflection = np.cos(np.pi - 2 * np.arcsin(impact))
moments = [np.sum(2 * impact * impact_w
                  * np.polynomial.legendre.Legendre.basis(k)(cos_deflection))
           for k in range(1, 6)]
assert np.max(np.abs(moments)) < 1e-10


# Trajectories with specular reflection from randomly met spheres
def simulate_diffusion(count, times, seed):
    rng = np.random.default_rng(seed)
    speed = np.linalg.norm(rng.normal(size=(count, 3)), axis=1)
    direction = rng.normal(size=(count, 3))
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    position = np.zeros((count, 3))
    path = np.zeros(count)
    index = np.arange(count)
    square = np.zeros((2, count))
    while index.size:
        flight = rng.exponential(size=index.size)
        for c, time in enumerate(times):
            left = speed[index] * time - path
            hit = (left >= 0) & (left < flight)
            point = position[hit] + direction[hit] * left[hit, None]
            square[c, index[hit]] = np.sum(point**2, axis=1)
        position = position + direction * flight[:, None]
        path = path + flight
        keep = path < speed[index] * times[1]
        index, path = index[keep], path[keep]
        position, direction = position[keep], direction[keep]
        b2 = rng.random(index.size)[:, None]
        side = rng.normal(size=(index.size, 3))
        side -= np.sum(side * direction, axis=1)[:, None] * direction
        side /= np.linalg.norm(side, axis=1)[:, None]
        normal = -np.sqrt(1 - b2) * direction + np.sqrt(b2) * side
        along = np.sum(direction * normal, axis=1)[:, None]
        direction = direction - 2 * along * normal
        direction /= np.linalg.norm(direction, axis=1)[:, None]
    sample = (square[1] - square[0]) / (6 * (times[1] - times[0]))
    return sample.mean(), sample.std() / np.sqrt(count)


d_sim, d_sim_error = simulate_diffusion(200000, (10.0, 20.0), 7)
assert abs(d_sim - D_EXACT) < 4 * d_sim_error
assert d_sim - D_FIRST > 10 * d_sim_error


# Collision matrix in the vector functions v L_k^(3/2)(v^2/2), any mass ratio.
# For isotropic scattering it is a covariance over relative directions.
def collision_matrix(mass_ratio, order, like=False):
    y_cm, w_cm = roots_genlaguerre(24, 0.5)
    y_rel, w_rel = roots_genlaguerre(24, 1.0)
    mu, w_mu = leggauss(48)
    rel_scale = np.sqrt(2 * (1 + mass_ratio) / mass_ratio)
    centre = np.sqrt(2 * y_cm / (1 + mass_ratio))[:, None, None]
    relative = (rel_scale * np.sqrt(y_rel))[None, :, None]
    share = mass_ratio / (1 + mass_ratio) * relative
    radial_w = np.outer(w_cm, w_rel) * rel_scale / gamma(1.5)**2

    def components(sign):
        par = centre + sign * share * mu
        perp = sign * share * np.sqrt(1 - mu**2) + 0 * centre
        x = (par**2 + perp**2) / 2
        poly = np.array([eval_genlaguerre(k, 1.5, x)
                         / np.sqrt(binom(k + 1.5, k)) for k in range(order)])
        return par * poly, perp * poly

    par, perp = components(1)
    if like:
        par_2, perp_2 = components(-1)
        par, perp = par + par_2, perp + perp_2
    weight = radial_w[:, :, None] * w_mu / 2
    mean = np.sum(par * w_mu / 2, axis=3)

    def overlap(f, w):
        return (f * w).reshape(order, -1) @ f.reshape(order, -1).T

    matrix = overlap(par, weight) + overlap(perp, weight)
    matrix = (matrix - overlap(mean, radial_w)) / 3
    return matrix / 2 if like else matrix


def diffusivity(matrix, order):
    source = np.zeros(order)
    source[0] = 1
    return np.linalg.solve(matrix[:order, :order], source)[0]


ORDER = 20
fixed = collision_matrix(1e10, ORDER)
terms = np.array([2 * poch(0.5, k)**2 / (gamma(k + 1) * gamma(k + 3))
                  for k in range(ORDER)])
series = np.cumsum(terms)
approximations = np.array([diffusivity(fixed, k + 1) for k in range(ORDER)])
assert np.allclose(approximations / D_FIRST, series, rtol=1e-6)
assert abs(hyp2f1(0.5, 0.5, 3, 1) - RATIO) < 1e-10
assert 0 < RATIO - series[-1] < 2e-3


# Speed averages for any transport cross section q(v), in units of pi a^2
speeds, speed_w = interval_rule(0, 9, 120)
maxwell_w = speed_w * np.sqrt(2 / np.pi) * speeds**2 * np.exp(-speeds**2 / 2)


def diffusion_pair(q):
    full = np.sum(maxwell_w * speeds / q) / 3
    first = 3 / np.sum(maxwell_w * speeds**3 * q)
    return full, first


full, first = diffusion_pair(np.ones_like(speeds))
assert abs(full - D_EXACT) < 1e-9 and abs(first - D_FIRST) < 1e-9
assert abs(full / first - RATIO) < 1e-9
full, first = diffusion_pair(1 / speeds)
constant_rate_ratio = full / first
assert abs(constant_rate_ratio - 1) < 1e-9


# Inverse twelfth-power repulsion: orbit integral gives the speed scaling
def soft_cross_section(energy):
    b_nodes, b_weights = interval_rule(0, 4, 80)
    t, t_w = interval_rule(0, np.pi / 2, 80)
    total = 0.0
    for b, w in zip(b_nodes, b_weights):
        u0 = brentq(lambda u: 1 - b*b*u*u - u**12 / energy,
                    0, 1.01 * energy**(1 / 12), xtol=1e-14)
        u = u0 * np.sin(t)
        root = np.sqrt(1 - b*b*u*u - u**12 / energy)
        chi = np.pi - 2 * b * np.sum(t_w * u0 * np.cos(t) / root)
        total += 2 * np.pi * w * b * (1 - np.cos(chi))
    return total


soft_exponent = (np.log(soft_cross_section(8.0) / soft_cross_section(1.0))
                 / np.log(np.sqrt(8.0)))
assert abs(soft_exponent + 1 / 3) < 2e-3
full, first = diffusion_pair(speeds**(-1 / 3))
soft_ratio = full / first
assert abs(soft_ratio - gamma(13/6) * gamma(17/6) / gamma(2.5)**2) < 1e-5

# Worked example: trace H2 in a heavy metal chloride vapour, rough inputs
temperature, pressure_torr = 450.0, 1.0
contact, heavy_mass_u = 0.45e-9, 360.0
light_mass = 2 * (const.m_p + const.m_e)
thermal = const.k * temperature
density = pressure_torr * const.torr / thermal
free_path = 1 / (density * np.pi * contact**2)
scale_speed = np.sqrt(thermal / light_mass)
mean_speed = np.sqrt(8 / np.pi) * scale_speed
d_lorentz = free_path * mean_speed / 3
d_first = (3 / (8 * density * contact**2)
           * np.sqrt(thermal / (2 * np.pi * light_mass)))
assert abs(d_lorentz / d_first - RATIO) < 1e-12

# Recoil of the heavy molecules
mass_ratio = heavy_mass_u * const.atomic_mass / light_mass
recoil = collision_matrix(mass_ratio, ORDER)
recoil_shift = {k: diffusivity(recoil, k) / diffusivity(fixed, k) - 1
                for k in (1, 10, 20)}
assert abs(recoil_shift[1] - (np.sqrt(1 + 1 / mass_ratio) - 1)) < 1e-8
excess = {}
for ratio in (1.0, 10.0):
    matrix = collision_matrix(ratio, ORDER)
    d_one = diffusivity(matrix, 1)
    assert abs(d_one / (D_FIRST * np.sqrt(1 + 1 / ratio)) - 1) < 1e-9
    excess[ratio] = diffusivity(matrix, ORDER) / d_one
assert 1 < excess[1.0] < excess[10.0] < RATIO

# Light-light collisions: no effect on v itself, damping of all the rest
like = collision_matrix(1.0, ORDER, like=True)
assert np.max(np.abs(like[0])) < 1e-9
strengths = (0.0, 0.1, 1.0, 10.0, 1e5)
mixed = [diffusivity(fixed + c * like, ORDER) for c in strengths]
assert np.all(np.diff(mixed) < 0)
assert abs(mixed[-1] / D_FIRST - 1) < 1e-4
light_fraction, light_diameter = 0.01, 0.30e-9
strength = (light_fraction / (1 - light_fraction)
            * (light_diameter / contact)**2)
like_shift = diffusivity(fixed + strength * like, ORDER) / mixed[0] - 1


# Quantum hard sphere: transport cross section from phase shifts
def quantum_cross_section(ka):
    waves = np.arange(int(ka) + 40)
    with np.errstate(all="ignore"):
        phase = np.arctan(spherical_jn(waves, ka) / spherical_yn(waves, ka))
    return 4 / ka**2 * np.sum((waves[:-1] + 1)
                              * np.sin(phase[:-1] - phase[1:])**2)


assert abs(quantum_cross_section(0.01) - 4) < 0.01
q_30, q_300 = quantum_cross_section(30.0), quantum_cross_section(300.0)
assert abs(q_300 - 1) < abs(q_30 - 1) and abs(q_300 - 1) < 0.05
ka_scale = light_mass * scale_speed * contact / const.hbar
quantum_q = np.array([quantum_cross_section(ka_scale * v) for v in speeds])
quantum_full, quantum_first = diffusion_pair(quantum_q)


# Attraction: hard core inside a square well, refractive index squared n2
def well_deflection(b, n2, reach):
    index = np.sqrt(n2)
    bend = np.arcsin(b / reach) - np.arcsin(b / (index * reach))
    core = np.arcsin(np.minimum(b / index, 1))
    return np.where(b < index, np.pi - 2 * (bend + core), -2 * bend)


def well_cross_section(n2, reach):
    edge = min(np.sqrt(n2), reach)
    total = 0.0
    for low, high in ((0, edge), (edge, reach)):
        b, w = interval_rule(low, high, 200)
        total += np.sum(2 * b * w * (1 - np.cos(well_deflection(b, n2, reach))))
    return total


reach = 1.5
for b in (0.8, 1.3):
    inside = quad(lambda r: b / (r * np.sqrt(1.3 * r*r - b*b)),
                  max(1, b / np.sqrt(1.3)), reach)[0]
    outside = quad(lambda r: b / (r * np.sqrt(r*r - b*b)), reach, np.inf)[0]
    orbit = np.pi - 2 * (inside + outside)
    assert abs(orbit - well_deflection(b, 1.3, reach)) < 1e-6
assert abs(well_cross_section(1.0, reach) - 1) < 1e-4
well_kelvin = 150.0
well_q = np.array([well_cross_section(1 + 2 * well_kelvin / temperature / v**2,
                                      reach) for v in speeds])
well_full, well_first = diffusion_pair(well_q)
gap = 10e-3

print(f"exact D / (l s): {D_EXACT:.6f}")
print(f"first approximation D1 / (l s): {D_FIRST:.6f}")
print(f"ratio 32/(9 pi): {RATIO:.6f}")
print(f"trajectory D / (l s): {d_sim:.4f}, standard error {d_sim_error:.4f}")
for k in (1, 2, 3, 5, 10, 20):
    print(f"collision-matrix D_N/D1, N = {k}: "
          f"{approximations[k - 1] / D_FIRST:.6f}")
print(f"ratio for speed-independent rate: {constant_rate_ratio:.6f}")
print(f"r^-12 cross-section speed exponent: {soft_exponent:.4f}")
print(f"ratio D/D1 for r^-12 repulsion: {soft_ratio:.4f}")
for ratio, value in excess.items():
    print(f"D_20/D_1 at heavy/light mass ratio {ratio:.0f}: {value:.5f}")
for c, value in zip(strengths, mixed):
    print(f"D_20/D1, light-light strength {c:g}: {value / D_FIRST:.5f}")
print(f"temperature: {temperature:.0f} K")
print(f"pressure: {pressure_torr:.1f} Torr")
print(f"contact distance: {contact * 1e9:.2f} nm")
print(f"H2 mass: {light_mass / const.atomic_mass:.4f} u")
print(f"heavy mass: {heavy_mass_u:.0f} u")
print(f"mass ratio heavy/light: {mass_ratio:.1f}")
print(f"number density: {density * 1e-6:.4e} cm^-3")
print(f"mean free path: {free_path * 1e6:.2f} um")
print(f"mean speed: {mean_speed:.1f} m/s")
print(f"Lorentz diffusivity: {d_lorentz * 1e4:.1f} cm^2/s")
print(f"first-approximation diffusivity: {d_first * 1e4:.1f} cm^2/s")
for k, value in recoil_shift.items():
    print(f"recoil shift of D at order {k}: {100 * value:.3f} %")
print(f"H2 mole fraction for sizing: {light_fraction:.2f}")
print(f"H2-H2 contact distance: {light_diameter * 1e9:.2f} nm")
print(f"light-light strength: {strength:.5f}")
print(f"light-light shift of D: {100 * like_shift:.4f} %")
print(f"wave number times contact distance at s: {ka_scale:.2f}")
print(f"quantum shift of D: {100 * (quantum_full / D_EXACT - 1):.2f} %")
print(f"quantum hard-sphere D/D1: {quantum_full / quantum_first:.4f}")
print(f"well depth / k: {well_kelvin:.0f} K, range {reach:.1f} a")
print(f"attraction shift of D: {100 * (well_full / D_EXACT - 1):.1f} %")
print(f"square-well D/D1: {well_full / well_first:.4f}")
print(f"density parameter n a^3: {density * contact**3:.2e}")
print(f"wall gap: {gap * 1e3:.0f} mm, path/gap: {free_path / gap:.5f}")
print("all assertions hold")
```

Running it gives:

```
exact D / (l s): 0.531923
first approximation D1 / (l s): 0.469993
ratio 32/(9 pi): 1.131768
trajectory D / (l s): 0.5328, standard error 0.0018
collision-matrix D_N/D1, N = 1: 1.000000
collision-matrix D_N/D1, N = 2: 1.083333
collision-matrix D_N/D1, N = 3: 1.106771
collision-matrix D_N/D1, N = 5: 1.121521
collision-matrix D_N/D1, N = 10: 1.128924
collision-matrix D_N/D1, N = 20: 1.131017
ratio for speed-independent rate: 1.000000
r^-12 cross-section speed exponent: -0.3333
ratio D/D1 for r^-12 repulsion: 1.0562
D_20/D_1 at heavy/light mass ratio 1: 1.01895
D_20/D_1 at heavy/light mass ratio 10: 1.10164
D_20/D1, light-light strength 0: 1.13102
D_20/D1, light-light strength 0.1: 1.12062
D_20/D1, light-light strength 1: 1.07433
D_20/D1, light-light strength 10: 1.01676
D_20/D1, light-light strength 100000: 1.00000
temperature: 450 K
pressure: 1.0 Torr
contact distance: 0.45 nm
H2 mass: 2.0157 u
heavy mass: 360 u
mass ratio heavy/light: 178.6
number density: 2.1459e+16 cm^-3
mean free path: 73.25 um
mean speed: 2174.1 m/s
Lorentz diffusivity: 530.9 cm^2/s
first-approximation diffusivity: 469.1 cm^2/s
recoil shift of D at order 1: 0.280 %
recoil shift of D at order 10: 0.130 %
recoil shift of D at order 20: 0.113 %
H2 mole fraction for sizing: 0.01
H2-H2 contact distance: 0.30 nm
light-light strength: 0.00449
light-light shift of D: -0.0461 %
wave number times contact distance at s: 19.46
quantum shift of D: -2.74 %
quantum hard-sphere D/D1: 1.1226
well depth / k: 150 K, range 1.5 a
attraction shift of D: -16.5 %
square-well D/D1: 1.0680
density parameter n a^3: 1.96e-06
wall gap: 10 mm, path/gap: 0.00733
all assertions hold
```
